\section*{Why two-colour pyrometry still depends on emissivity}

\section*{Question}

I measure wafer temperature during a lamp-heated spike anneal at about 1050 $^\circ$C. My single-wavelength pyrometer changes its reading when the wafer carries an oxide film, because the film changes the emissivity. I have been told to use a two-colour pyrometer, at 950 and 1050 nm, since the emissivity cancels in the ratio of the two signals and the method is therefore ``emissivity independent''.

Is that right if the emissivities at the two wavelengths differ by a few per cent? I would expect a small difference to cause a small error, and I could make it smaller still by moving the two wavelengths closer together. Is there a case in which the two-colour instrument is worse than the one I have?

\section*{Answer}

What cancels is any factor common to both channels. The ratio of the two emissivities does not cancel, and a small error in it can cause a large temperature error. Moving the wavelengths together does not, in general, cure this.

\subsection*{What the instrument measures}

Let $\lambda_1<\lambda_2$, and let the target be opaque and at one temperature $T$. For narrow filters and no stray light, the signals are
\begin{equation}
S_i=K_i\,\epsilon_i\,L(\lambda_i,T),\qquad i=1,2,
\end{equation}
where $\epsilon_i$ is the emissivity at $\lambda_i$, $L$ is the blackbody spectral radiance, and $K_i$ contains the optics and detector response. Calibration on a blackbody supplies $K_1/K_2$. If a clouded window later multiplies both signals by the same number, that number drops out of $S_1/S_2$. What remains is
\begin{equation}
\frac{S_1/K_1}{S_2/K_2}=\rho\,\frac{L(\lambda_1,T)}{L(\lambda_2,T)},
\qquad \rho=\frac{\epsilon_1}{\epsilon_2}.
\end{equation}
To turn this into a temperature, the instrument must assume a value $\rho_a$ for $\rho$. The ``grey'' setting is $\rho_a=1$: it assumes equal emissivities, whatever their common value.

At these wavelengths and temperatures $c_2/(\lambda T)\gg1$, with $c_2=hc/k$, so Wien's law applies:
\begin{equation}
L(\lambda,T)\simeq 2hc^2\lambda^{-5}e^{-c_2/(\lambda T)}.
\end{equation}
The logarithm of the radiance ratio is then
\begin{align}
\ln\frac{L(\lambda_1,T)}{L(\lambda_2,T)}
&=5\ln\frac{\lambda_2}{\lambda_1}
-\frac{c_2}{T}\left(\frac1{\lambda_1}-\frac1{\lambda_2}\right)\nonumber\\
&=5\ln\frac{\lambda_2}{\lambda_1}-\frac{c_2}{\Lambda T},
\qquad
\Lambda=\frac{\lambda_1\lambda_2}{\lambda_2-\lambda_1}.
\end{align}
The effective wavelength $\Lambda$ is positive and larger than $\lambda_1$.

The indicated temperature $T_r$ is the one that reproduces the measured ratio with the assumed $\rho_a$:
\begin{equation}
\ln\rho_a+5\ln\frac{\lambda_2}{\lambda_1}-\frac{c_2}{\Lambda T_r}
=\ln\rho+5\ln\frac{\lambda_2}{\lambda_1}-\frac{c_2}{\Lambda T}.
\end{equation}
The terms in $5\ln(\lambda_2/\lambda_1)$ cancel. With $q=\rho/\rho_a$, multiplication by $-\Lambda/c_2$ and rearrangement give
\begin{equation}
\boxed{\frac1{T_r}=\frac1T-\frac{\Lambda}{c_2}\ln q.}
\label{eq:main}
\end{equation}
If $q>1$, there is more short-wavelength light than the instrument expects. A hotter body would also supply it, so the instrument reads high.

To obtain the error in kelvin, put $u=(\Lambda T/c_2)\ln q$. Then $T_r=T/(1-u)$ and
\begin{equation}
T_r-T=\frac{uT}{1-u}\simeq\frac{\Lambda T^2}{c_2}\ln q
\qquad(|u|\ll1).
\label{eq:linear}
\end{equation}

\subsection*{Where the amplification comes from}

For one colour at $\lambda_1$ with assumed emissivity $\epsilon_a$, the same matching of signals reads
\begin{equation}
\ln\epsilon_a-\frac{c_2}{\lambda_1T_s}
=\ln\epsilon_1-\frac{c_2}{\lambda_1T},
\end{equation}
and therefore
\begin{equation}
\frac1{T_s}=\frac1T-\frac{\lambda_1}{c_2}\ln\frac{\epsilon_1}{\epsilon_a}.
\label{eq:single}
\end{equation}
For equal small fractional errors in $\rho$ and in $\epsilon_1$, the two-colour temperature error is larger by
\begin{equation}
\frac{\Lambda}{\lambda_1}=\frac{\lambda_2}{\lambda_2-\lambda_1}.
\end{equation}
The reason is that the ratio changes slowly with temperature. One signal has the logarithmic slope $d\ln L/d\ln T=c_2/(\lambda_1T)$, while the ratio has only $c_2/(\Lambda T)$.

For your wavelengths $\Lambda=950\times1050/100=9975$ nm, and the amplification is $1050/100=10.5$. At 1323 K the slopes are about 11.4 and 1.09. An error of 1\% in the emissivity ratio costs 12.1 K; an error of 1\% in a single emissivity costs 1.2 K.

This does not make two colours worse in every case, because the two fractional errors are seldom equal. From (\ref{eq:main}) and (\ref{eq:single}), the two-colour instrument has the smaller error in $1/T$ when
\begin{equation}
\Lambda|\ln q|<\lambda_1\left|\ln\frac{\epsilon_1}{\epsilon_a}\right|.
\label{eq:criterion}
\end{equation}

\subsection*{Your oxide film}

The emissivity of an opaque wafer is $1-R$, by Kirchhoff's law, where $R$ is its reflectance. Take a transparent oxide of index $n_o$ and thickness $d$ on silicon of index $n_s$, viewed at normal incidence. The amplitude reflection coefficients of the upper and lower faces are
\begin{equation}
r_1=\frac{1-n_o}{1+n_o},\qquad r_2=\frac{n_o-n_s}{n_o+n_s},
\end{equation}
and a round trip through the film adds the phase $\delta=4\pi n_od/\lambda$. Light entering and leaving the film acquires the factor $1-r_1^2$, and each internal reflection at the top face gives $-r_1$. Summing the geometric series of round trips,
\begin{equation}
r=r_1+\frac{(1-r_1^2)r_2e^{i\delta}}{1+r_1r_2e^{i\delta}}
=\frac{r_1+r_2e^{i\delta}}{1+r_1r_2e^{i\delta}}.
\end{equation}
Taking $1-|r|^2$ over a common denominator, the cosine terms in the numerator cancel:
\begin{equation}
\epsilon=\frac{1+r_1^2r_2^2-r_1^2-r_2^2}{D}
=\frac{(1-r_1^2)(1-r_2^2)}{D},
\end{equation}
with $D=1+r_1^2r_2^2+2r_1r_2\cos\delta$. Since $\delta$ depends on $\lambda$, the film makes the wafer non-grey.

I use rough indices, $n_o=1.45$ and $n_s=3.8$ for hot silicon, the same at both wavelengths. A bare wafer then has $\epsilon=0.660$ at both colours. Let both instruments be set on such a wafer, so that $\epsilon_a=0.660$ and $\rho_a=1$, and keep these settings. With 100 nm of oxide,
\begin{equation}
\epsilon_1=0.8126,\qquad \epsilon_2=0.7886,\qquad \ln q=0.03006.
\end{equation}
At $T=1323.15$ K, with $c_2=1.43878\times10^7$ nm K,
\begin{equation}
u=\frac{9975\times1323.15}{1.43878\times10^7}\times0.03006=0.0276,
\end{equation}
so $T_r=1323.15/(1-0.0276)\simeq1361$ K. The two-colour instrument reads about 1088 $^\circ$C on a wafer at 1050 $^\circ$C, an error of $+37.5$ K.

The single-colour instrument faces a much larger fractional error, $\ln(0.8126/0.6597)=0.208$, but its reading is 1348 K, an error of only $+24.5$ K. The two sides of (\ref{eq:criterion}) are $9975\times0.03006=300$ nm and $950\times0.208=198$ nm. A 3\% error in the ratio has done more harm than a 23\% error in the emissivity.

Other thicknesses give different verdicts at the same true temperature and settings:
\begin{center}
\begin{tabular}{rrr}
Oxide (nm) & Two-colour error (K) & One-colour error (K)\\
50 & $+13.2$ & $+7.2$\\
160 & $+15.1$ & $+39.2$\\
300 & $-66.1$ & $+2.2$\\
400 & $+122.6$ & $+14.3$\\
500 & $+61.1$ & $+38.9$
\end{tabular}
\end{center}
At 160 nm the film is close to a quarter wave at 950 nm, $950/(4\times1.45)=164$ nm. The emissivity is near its maximum, far from the bare value but changing slowly with wavelength, and two colours win. At 300 nm the film approaches a half wave, 328 nm, at which the emissivity at 950 nm returns to its bare value. One colour is then nearly right, while the emissivities at the two colours still differ.

For a very thin film the comparison can be made in closed form. With $\cos\delta\simeq1-\delta^2/2$ and $D_0=(1+r_1r_2)^2$, we have $D\simeq D_0-r_1r_2\delta^2$, hence
\begin{equation}
\ln\frac{\epsilon(\lambda)}{\epsilon_a}\simeq\frac{r_1r_2}{D_0}\delta^2
=\frac{C}{\lambda^2},\qquad
C=\frac{r_1r_2}{D_0}(4\pi n_od)^2.
\end{equation}
The two-colour error is proportional to
\begin{equation}
\Lambda\ln q=\Lambda C\left(\frac1{\lambda_1^2}-\frac1{\lambda_2^2}\right)
=C\left(\frac1{\lambda_1}+\frac1{\lambda_2}\right),
\end{equation}
because the difference of squares contains the factor $1/\lambda_1-1/\lambda_2=1/\Lambda$. The one-colour error is proportional to $\lambda_1C/\lambda_1^2=C/\lambda_1$. Their quotient is $1+\lambda_1/\lambda_2=1.905$, so within this model a thin oxide disturbs the two-colour reading almost twice as much. The factor assumes a real silicon index. Absorption in the silicon adds a term linear in $d$, which matters for the first few nanometres, where both errors are still a small fraction of a kelvin: at 2 nm the factor is 1.3 for an absorption coefficient of 5000 cm$^{-1}$ at both colours and 3.0 for 5000 and 2500 cm$^{-1}$ at 950 and 1050 nm, and by 20 nm it is back between 1.8 and 2.0.

\subsection*{Why closer wavelengths do not help}

Put the colours at $\lambda\mp\Delta/2$ and use the grey setting. If the emissivity is smooth, then as $\Delta\to0$
\begin{equation}
\ln q\simeq-\Delta\,\frac{d\ln\epsilon}{d\lambda},\qquad
\Lambda\simeq\frac{\lambda^2}{\Delta}.
\end{equation}
The emissivity difference shrinks, but the amplification grows at the same rate. The spacing cancels:
\begin{equation}
\frac1{T_r}\to\frac1T+\frac{\lambda^2}{c_2}\frac{d\ln\epsilon}{d\lambda}.
\end{equation}
For the 100 nm oxide this limit, taken at 1000 nm, gives an error of $+37.6$ K, practically the same as for your 950/1050 nm pair.

Noise gets worse. If each channel has an independent fractional noise $s$, the variance of $\ln(S_1/S_2)$ is $2s^2$, and (\ref{eq:linear}) gives
\begin{equation}
\sigma_T=\sqrt2\,s\,\frac{\Lambda T^2}{c_2}.
\end{equation}
With $s=0.1\%$ this is 1.7 K for 950/1050 nm and 17 K for 995/1005 nm.

There is a deeper reason why spacing is no cure. Suppose $\epsilon(\lambda)=A e^{b/\lambda}$ over the range observed. In the Wien regime the emitted spectrum is
\begin{equation}
\epsilon L\propto A\lambda^{-5}
\exp\left[-\frac1\lambda\left(\frac{c_2}{T}-b\right)\right],
\end{equation}
which has the shape of a grey body's spectrum at $T'$, where $1/T'=1/T-b/c_2$. If $A$ and $b$ are both unknown, no choice of spacing, and no number of added colours within that range, can separate $b$ from the temperature. Information about the emissivity has to come from elsewhere.

\subsection*{Where Wien's law stops being enough}

With Planck's law and $x=c_2/(\lambda T)$, the temperature dependence of $\ln L$ is $-\ln(e^x-1)$. Since $dx/dT=-x/T$,
\begin{equation}
\frac{\partial\ln L}{\partial T}=\frac{x}{T}\frac{e^x}{e^x-1}
=\frac{c_2g}{\lambda T^2},\qquad g=\frac1{1-e^{-x}}.
\end{equation}
The slope of the log ratio is the difference of two such terms, so near $q=1$
\begin{equation}
\frac{dT_r}{d\ln q}=
\frac{T^2}{c_2\left(g_1/\lambda_1-g_2/\lambda_2\right)}.
\end{equation}
The denominator is positive because $x/(1-e^{-x})$ increases with $x$: its derivative has the sign of $e^x-1-x>0$, and $x_1>x_2$. The ratio therefore defines a single temperature whenever a solution exists.

For your colours and the 100 nm oxide at 1050 $^\circ$C, the Planck correction to the reading is below 0.01 K. For 3000 and 5000 nm at 2000 K, however, the sensitivity to a ratio error is 1.28 times the Wien value, and $\Lambda$ alone is no longer adequate.

A solution can also fail to exist. At very high temperature $L\propto T/\lambda^4$, so the radiance ratio cannot exceed $(\lambda_2/\lambda_1)^4$. A finite reading requires
\begin{equation}
\ln q<4\ln\frac{\lambda_2}{\lambda_1}
-\ln\frac{L(\lambda_1,T)}{L(\lambda_2,T)}.
\end{equation}
For your colours at 1323 K the right side is about $0.40+0.59=0.99$. Wien's law alone would put the limit at $c_2/(\Lambda T)=1.09$. The oxide is far from either.

\subsection*{What it means for the anneal}

If the two-colour reading controls the lamps, the indicated peak temperature is brought to the set point and the wafer takes the error. Solving (\ref{eq:main}) for $T$ with $T_r=1323.15$ K,
\begin{equation}
\frac1T=\frac1{1323.15}+\frac{9975\times0.03006}{1.43878\times10^7}
\quad\Rightarrow\quad T\simeq1288\ \mathrm{K},
\end{equation}
or about 1015 $^\circ$C instead of 1050 $^\circ$C. For a dopant diffusivity with a rough activation energy of 3.5 eV, this reduces the diffusivity at the peak to 0.43 of its intended value. The estimate concerns thermally activated diffusion alone, not the transient enhancement caused by implant damage.

The temperature and colours are realistic for a silicon spike anneal, but the optical constants are rough. If the silicon index falls by 0.05 from 950 to 1050 nm, the coated-wafer reading drops by 7 K; even a bare wafer then reads 9 K low on the grey setting. Reflected lamp light acts the other way here: a reflected contribution of $10^{-4}$ of the radiance of a 3000 K lamp, multiplied by the wafer's reflectance, raises the reading by 6.5 K. These shifts depend on their assumed inputs, so their opposite signs are no protection. For the 100 nm oxide, a 20 nm filter width and a viewing angle of 10$^\circ$ each change the reading by less than 0.3 K. The angle matters more for thicker films: 10$^\circ$ shifts the two-colour reading by about $-6$ K at 400 nm and $+13$ K at 500 nm. To test the assumption of an opaque wafer, take a deliberately low absorption coefficient of 100 cm$^{-1}$ at both colours. This is of the order of the room-temperature value at 950 nm; hot silicon absorbs more strongly, because its band gap narrows. A 775 $\mu$m wafer would then transmit about $4\times10^{-4}$ of the light in one pass. The accompanying loss of emission would shift the reading by no more than about 0.5 K, even if only one colour leaked. Lamps behind the wafer are a different matter. At 950 nm a 3000 K lamp is about 600 times as bright as the wafer, so if such lamps filled the pyrometer's view through a wafer with this low absorption and a bare back face, the reading would rise by nearly 100 K. That sign rests on equal absorption at both colours. Silicon absorbs less at 1050 nm than at 950 nm; with 150 cm$^{-1}$ at 950 nm and 100 cm$^{-1}$ at 1050 nm the leak reaches mainly the long-wavelength channel, and the reading would fall by about 100 K instead. At 200 cm$^{-1}$ at both colours the same lamps would add less than 0.1 K, and stronger absorption at both colours makes the leak smaller still. In millisecond annealing the assumption of one temperature through the wafer also breaks down, an effect not sized here. The factor $T^2$ in (\ref{eq:linear}) alone raises the cost of a 1\% ratio error from 12 K at 1050 $^\circ$C to about 17 K at 1300 $^\circ$C.

\subsection*{Which instrument to use}

Two colours are the right choice when the main uncertainty is a loss common to both channels. A window that transmits 80\% at both wavelengths makes an uncorrected single-colour instrument read 25 K low at your temperature, and leaves the ratio unchanged.

For a changing film, you need the emissivity ratio of the wafer being processed, and you should set $\rho_a$ to it. To keep this contribution below 3 K at 1050 $^\circ$C with your colours, the ratio must be known to about $3/12.1\simeq0.25\%$. If you cannot know it that well, compare the two sides of (\ref{eq:criterion}) for the range of films you expect. The numerical output below gives most of the values used here.

\section*{Computed values}
\begin{verbatim}
c2 = 1.43878e+07 nm K
Wavelengths: 950 and 1050 nm
Effective wavelength Lambda = 9975 nm
Amplification Lambda/lam1 = 10.50
True temperature = 1323.15 K (1050 C)
Rough indices: oxide 1.45, hot silicon 3.8
Oxide thickness = 100 nm
Bare silicon emissivity = 0.6597
Coated emissivity at lam1 = 0.8126
Coated emissivity at lam2 = 0.7886
Emissivity ratio q = 1.03052
ln q = 0.03006
ln(eps1/bare) = 0.20847
Two-colour reading, Planck = 1360.68 K (1087.5 C)
Two-colour reading, Wien formula = 1360.67 K
Two-colour bias = +37.53 K
Linear estimate of bias = +36.49 K
One-colour reading = 1347.70 K
One-colour bias = +24.55 K
Bias per 1% ratio error = 12.14 K
Bias per 1% single emissivity error = 1.16 K
Thin-film bias factor, two/one colour = 1.905
Oxide nm: two-colour bias K, one-colour bias K
  50: +13.2, +7.2
  160: +15.1, +39.2
  300: -66.1, +2.2
  400: +122.6, +14.3
  500: +61.1, +38.9
Scan 10-600 nm, step 10: two colours win 8, one colour wins 52
Window transmission = 0.80 in both colours
One-colour window bias = -25.30 K
True temperature in closed loop = 1287.63 K (1014.5 C)
Rough diffusion activation energy = 3.5 eV
Diffusivity relative to set point = 0.429
Close-colour limit of bias at 1000 nm = +37.60 K
Noise per channel = 0.1 %
Noise, 950/1050 nm pair = 1.72 K
Noise, 995/1005 nm pair = 17.21 K
Infrared test: 3000/5000 nm at 2000 K
Infrared Planck/Wien sensitivity = 1.276
Neglected effects, shift of two-colour reading:
  Planck minus Wien = +0.0084 K
  Filter width 20 nm = -0.002 K
  Silicon index drop lam1 to lam2 (rough) = 0.05
  Dispersion, coated = -7.09 K
  Dispersion, bare = -9.25 K
  View at 10 degrees = -0.23 K
  Lamp 3000 K, stray share 1e-04 = +6.49 K
  Rough absorption 100 /cm, wafer 775 um
  Wafer transmission = 4.31e-04
  Shift if only one colour leaks = 0.52 K
\end{verbatim}
